# Aliased power spectrum of an exponentially correlated rough edge: test program

```python
"""
Aliased power spectrum of a rough edge with exponential autocovariance.

Result under test: an edge with R(x) = sigma^2 exp(-|x|/xi), sampled at
points a distance delta apart, has the two-sided spectrum
    P_s(k) = sigma^2 delta sinh(a) / (cosh(a) - cos(k delta)),  a = delta/xi,
which is the continuous Lorentzian P(k) = 2 sigma^2 xi / (1 + k^2 xi^2)
folded into the band |k| <= pi/delta.  At the band edge (Nyquist) the ratio
P_s/P is never below pi^2/4.
Symbols: sigma rms roughness (nm), xi correlation length (nm), delta sampling
interval (nm), k angular spatial frequency (rad/nm), theta = k delta.
Spectra are in nm^3, normalised so that sigma^2 = integral P dk/(2 pi).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

# Rough typical values for an EUV resist line in a critical-dimension SEM
sigma, xi, delta, n_samples = 1.2, 15.0, 4.0, 512
beam_fwhm, noise_rms, other_exponent = 2.5, 0.5, 0.7
a = delta / xi
k_nyq = np.pi / delta
beam_std = beam_fwhm / (2 * np.sqrt(2 * np.log(2)))


def covariance(x, length=xi):
    return sigma**2 * np.exp(-np.abs(x) / length)


def lorentzian(k, length=xi, rms=sigma):
    return 2 * rms**2 * length / (1 + (k * length)**2)


def sampled_formula(k, step=delta, length=xi):
    b = step / length
    return sigma**2 * step * np.sinh(b) / (np.cosh(b) - np.cos(k * step))


def ratio_formula(theta, b):
    return ((b**2 + theta**2) * np.sinh(b)
            / (2 * b * (np.cosh(b) - np.cos(theta))))


def nyquist_ratio(b):
    return (b**2 + np.pi**2) * np.tanh(b / 2) / (2 * b)


def lag_sum(k, step=delta, length=xi):
    """Sampled spectrum from its definition, a sum over lags."""
    m = np.arange(1, int(40 * length / step) + 2)
    terms = covariance(m * step, length) * np.cos(k * m * step)
    return step * (sigma**2 + 2 * terms.sum())


def folded_sum(k, spectrum, step=delta, n_max=200000):
    """Explicit sum over the alias images of a continuous spectrum."""
    n = np.arange(-n_max, n_max + 1)
    return spectrum(k + 2 * np.pi * n / step).sum()


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Lorentzian against direct Fourier quadrature
for k in (0.05, 0.3, k_nyq):
    val = 2 * quad(covariance, 0, np.inf, weight='cos', wvar=k)[0]
    assert close(val, lorentzian(k), 1e-6)

# Closed form against the lag sum and against the alias images
for step in (1.0, 4.0, 15.0, 45.0):
    for frac in (0.0, 0.3, 0.8, 1.0):
        k = frac * np.pi / step
        closed = sampled_formula(k, step)
        assert close(lag_sum(k, step), closed, 1e-10)
        # finite number of images: relative remainder of order 1e-6
        assert close(folded_sum(k, lorentzian, step), closed, 1e-5)
        assert close(lag_sum(k, step) / lorentzian(k),
                     ratio_formula(frac * np.pi, step / xi), 1e-9)
    k = np.pi / step
    assert close(lag_sum(k, step) / lorentzian(k),
                 nyquist_ratio(step / xi), 1e-9)

# Dense-sampling limit of the ratio, from the lag sum at delta/xi = 0.001
for theta in (0.3 * np.pi, 0.7 * np.pi, np.pi):
    step = 0.001 * xi
    r = lag_sum(theta / step, step) / lorentzian(theta / step)
    assert close(r, (theta / 2)**2 / np.sin(theta / 2)**2, 1e-5)

# Ratio rises with frequency; band-edge ratio rises with delta/xi
theta_grid = np.linspace(0, np.pi, 400)
for b in np.logspace(-2, 1.3, 40):
    r = ratio_formula(theta_grid, b)
    assert np.all(np.diff(r) > 0) and r[0] > 1
    assert close(r[0], (b / 2) / np.tanh(b / 2), 1e-9)
edge_ratios = nyquist_ratio(np.logspace(-2, 1.3, 300))
assert np.all(np.diff(edge_ratios) > 0) and edge_ratios[0] > np.pi**2 / 4

# Behaviour next to the band edge, by finite differences
d = 0.02
rise = lag_sum((np.pi - d) / delta) / lag_sum(k_nyq) - 1
assert close(rise, d**2 / (2 * (np.cosh(a) + 1)), 1e-3)
h = 1e-4
slope_cont = np.log(lorentzian(k_nyq * (1 + h))
                    / lorentzian(k_nyq * (1 - h))) / (2 * h)
slope_samp = np.log(lag_sum(k_nyq * (1 + h))
                    / lag_sum(k_nyq * (1 - h))) / (2 * h)
assert close(slope_cont, -2 * np.pi**2 / (a**2 + np.pi**2), 1e-5)
assert abs(slope_samp) < 1e-6

# Variance held in the band
var_samp = quad(sampled_formula, 0, k_nyq)[0] / np.pi
var_cont = quad(lorentzian, 0, k_nyq)[0] / np.pi
assert close(var_samp, sigma**2, 1e-7)
assert close(var_cont, 2 * sigma**2 / np.pi * np.arctan(np.pi / a), 1e-7)

# Synthetic edges: built on a fine grid from the Lorentzian, then sampled
rng = np.random.default_rng(12345)
refine, batches, per_batch = 64, 10, 100
n_fine = n_samples * refine
edge_length = n_samples * delta
k_fine = 2 * np.pi * np.arange(n_fine // 2 + 1) / edge_length
amplitude = n_fine * np.sqrt(lorentzian(k_fine) / (2 * edge_length))
mean_psd = np.zeros(n_samples // 2 + 1)
for _ in range(batches):
    g = (rng.standard_normal((per_batch, k_fine.size))
         + 1j * rng.standard_normal((per_batch, k_fine.size)))
    sampled = np.fft.irfft(g * amplitude, n=n_fine, axis=1)[:, ::refine]
    power = np.abs(np.fft.rfft(sampled, axis=1))**2
    mean_psd += power.mean(axis=0) * delta / n_samples / batches
bins = np.arange(1, n_samples // 2)
k_bins = 2 * np.pi * bins / edge_length
top = slice(-20, None)
sim_ratio = mean_psd[bins][top].mean() / lorentzian(k_bins[top]).mean()
formula_ratio = (sampled_formula(k_bins[top]).mean()
                 / lorentzian(k_bins[top]).mean())
# statistical scatter about 0.7 %, missing far images about 0.6 %
assert close(sim_ratio, formula_ratio, 0.04)


def fit_lorentzian(k, psd):
    """Whittle fit of a continuous Lorentzian; returns rms and length."""
    def cost(p):
        model = lorentzian(k, np.exp(p[1]), np.exp(p[0]))
        return np.mean(np.log(model) + psd / model)
    res = minimize(cost, [np.log(sigma), np.log(xi)], method='Nelder-Mead',
                   options={'xatol': 1e-8, 'fatol': 1e-13, 'maxiter': 2000})
    assert res.success
    return np.exp(res.x)


control = fit_lorentzian(k_bins, lorentzian(k_bins))
assert close(control[1], xi, 1e-4)
fit_rms, fit_xi = fit_lorentzian(k_bins, sampled_formula(k_bins))
sim_rms, sim_xi = fit_lorentzian(k_bins, mean_psd[bins])
assert fit_xi < xi
assert close(sim_xi, fit_xi, 0.03) and close(sim_rms, fit_rms, 0.03)


# Neglected effects: averaging along the edge before sampling
def blurred(k):
    return lorentzian(k) * np.exp(-(k * beam_std)**2)


def box_averaged(k):
    return lorentzian(k) * np.sinc(k * delta / (2 * np.pi))**2


def averaged_lag_sum(k, kernel, half_width):
    """Lag sum with R convolved with the kernel's self-correlation."""
    total = 0.0
    for m in range(0, 101):
        x = m * delta
        kinks = sorted({p for p in (0.0, x) if abs(p) < half_width})
        c = quad(lambda u: covariance(x - u) * kernel(u), -half_width,
                 half_width, points=kinks, limit=200)[0]
        total += (1 if m == 0 else 2) * c * np.cos(k * x)
    return delta * total


def gauss_kernel(u):
    return (np.exp(-u**2 / (4 * beam_std**2))
            / np.sqrt(4 * np.pi * beam_std**2))


def triangle_kernel(u):
    return (1 - abs(u) / delta) / delta


p_cont, p_samp = lorentzian(k_nyq), sampled_formula(k_nyq)
p_blur = folded_sum(k_nyq, blurred)
p_box = folded_sum(k_nyq, box_averaged)
assert close(averaged_lag_sum(k_nyq, gauss_kernel, 12 * beam_std),
             p_blur, 1e-5)
assert close(averaged_lag_sum(k_nyq, triangle_kernel, delta), p_box, 1e-5)

# White edge-detection noise
noise_floor = noise_rms**2 * delta
white = rng.normal(0, noise_rms, (400, n_samples))
white_psd = np.abs(np.fft.rfft(white, axis=1))**2 * delta / n_samples
assert close(white_psd[:, bins].mean(), noise_floor, 0.02)

# Finite record: expected periodogram at the band edge
m = np.arange(1, n_samples)
p_finite = delta * (sigma**2 + 2 * np.sum(
    (1 - m / n_samples) * covariance(m * delta) * np.cos(np.pi * m)))
rho = np.exp(-a)
finite_bias = 2 * delta * sigma**2 * rho / (n_samples * (1 + rho)**2)
assert close(p_finite - p_samp, finite_bias, 1e-6)


# Another roughness exponent (1/2 is the exponential model)
def general_shape(k):
    return (1 + (k * xi)**2)**(-(other_exponent + 0.5))


ratio_other = folded_sum(k_nyq, general_shape) / general_shape(k_nyq)

theta_ten = brentq(lambda t: ratio_formula(t, a) - 1.1, 1e-6, np.pi)

print(f"rms roughness sigma = {sigma:.2f} nm")
print(f"correlation length xi = {xi:.1f} nm")
print(f"sampling interval delta = {delta:.1f} nm")
print(f"samples = {n_samples}, edge length = {edge_length:.0f} nm")
print(f"a = delta/xi = {a:.4f}")
print(f"sinh a = {np.sinh(a):.5f}, cosh a = {np.cosh(a):.5f}")
print(f"Nyquist frequency = {1 / (2 * delta):.4f} cycles/nm"
      f" = {k_nyq:.4f} rad/nm")
print(f"zero frequency: Lorentzian {lorentzian(0):.3f} nm^3,"
      f" sampled {sampled_formula(0):.3f} nm^3")
print("f/f_Nyquist, Lorentzian (nm^3), sampled (nm^3), ratio:")
for frac in (0.1, 0.25, 0.5, 0.75, 0.9, 1.0):
    k = frac * k_nyq
    print(f"  {frac:.2f}  {lorentzian(k):.4f}  {sampled_formula(k):.4f}"
          f"  {sampled_formula(k) / lorentzian(k):.4f}")
print(f"dense-sampling limit pi^2/4 = {np.pi**2 / 4:.4f}")
print(f"share of Nyquist value from images beyond the first two ="
      f" {100 * (1 - 2 * p_cont / p_samp):.1f} %")
print(f"10 % excess reached at f/f_Nyquist = {theta_ten / np.pi:.3f},"
      f" f = {theta_ten / (2 * np.pi * delta):.4f} cycles/nm")
print(f"log slope at Nyquist: Lorentzian {slope_cont:.3f},"
      f" sampled {abs(slope_samp):.3f}")
print("Nyquist ratio against delta/xi:")
for b in (0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"  {b:.1f}  {nyquist_ratio(b):.4f}")
print(f"ratio at {1 / (2 * delta):.4f} cycles/nm with delta halved ="
      f" {sampled_formula(k_nyq, delta / 2) / p_cont:.4f}")
print(f"variance in band: sampled {var_samp:.4f} nm^2,"
      f" Lorentzian {var_cont:.4f} nm^2")
print(f"folded variance = {100 * (1 - var_cont / sigma**2):.2f} %")
print(f"synthetic edges = {batches * per_batch}, top 20 bins: ratio"
      f" {sim_ratio:.3f}, formula {formula_ratio:.3f}")
print(f"Lorentzian fit to sampled formula: xi = {fit_xi:.2f} nm,"
      f" sigma = {fit_rms:.3f} nm")
print(f"Lorentzian fit to synthetic edges: xi = {sim_xi:.2f} nm,"
      f" sigma = {sim_rms:.3f} nm")
print(f"error of fitted xi = {100 * (fit_xi / xi - 1):.1f} %")
print("Neglected effects, at the Nyquist frequency:")
print(f"beam FWHM = {beam_fwhm:.1f} nm, standard deviation ="
      f" {beam_std:.3f} nm")
print(f"with beam blur: {p_blur:.4f} nm^3, ratio to Lorentzian"
      f" {p_blur / p_cont:.3f}")
print(f"with averaging over delta: {p_box:.4f} nm^3, ratio"
      f" {p_box / p_cont:.3f}")
print(f"noise rms = {noise_rms:.2f} nm, noise floor ="
      f" {noise_floor:.3f} nm^3")
print(f"blur and noise together: ratio to Lorentzian ="
      f" {(p_blur + noise_floor) / p_cont:.3f}")
print(f"finite-length bias = {finite_bias:.5f} nm^3"
      f" = {100 * finite_bias / p_samp:.2f} %")
print(f"roughness exponent {other_exponent:.1f}: aliasing ratio ="
      f" {ratio_other:.3f}")
print("no test failed")
```

Running it gives:

```
rms roughness sigma = 1.20 nm
correlation length xi = 15.0 nm
sampling interval delta = 4.0 nm
samples = 512, edge length = 2048 nm
a = delta/xi = 0.2667
sinh a = 0.26984, cosh a = 1.03577
Nyquist frequency = 0.1250 cycles/nm = 0.7854 rad/nm
zero frequency: Lorentzian 43.200 nm^3, sampled 43.456 nm^3
f/f_Nyquist, Lorentzian (nm^3), sampled (nm^3), ratio:
  0.10  18.0911  18.3481  1.0142
  0.25  4.4654  4.7291  1.0591
  0.50  1.2102  1.5006  1.2400
  0.75  0.5464  0.8918  1.6323
  0.90  0.3809  0.7823  2.0539
  1.00  0.3090  0.7635  2.4706
dense-sampling limit pi^2/4 = 2.4674
share of Nyquist value from images beyond the first two = 19.0 %
10 % excess reached at f/f_Nyquist = 0.329, f = 0.0411 cycles/nm
log slope at Nyquist: Lorentzian -1.986, sampled 0.000
Nyquist ratio against delta/xi:
  0.1  2.4678
  0.5  2.4785
  1.0  2.5115
  2.0  2.6408
  4.0  3.1174
ratio at 0.1250 cycles/nm with delta halved = 1.2353
variance in band: sampled 1.4400 nm^2, Lorentzian 1.3624 nm^2
folded variance = 5.39 %
synthetic edges = 1000, top 20 bins: ratio 2.274, formula 2.282
Lorentzian fit to sampled formula: xi = 10.63 nm, sigma = 1.246 nm
Lorentzian fit to synthetic edges: xi = 10.68 nm, sigma = 1.248 nm
error of fitted xi = -29.1 %
Neglected effects, at the Nyquist frequency:
beam FWHM = 2.5 nm, standard deviation = 1.062 nm
with beam blur: 0.3085 nm^3, ratio to Lorentzian 0.998
with averaging over delta: 0.2542 nm^3, ratio 0.823
noise rms = 0.50 nm, noise floor = 1.000 nm^3
blur and noise together: ratio to Lorentzian = 4.234
finite-length bias = 0.00553 nm^3 = 0.72 %
roughness exponent 0.7: aliasing ratio = 2.244
no test failed
```
